# Heat loss and the half-rise formula in the laser-flash method: a program that tests the result

```python
"""Laser-flash slab with equal heat loss on both faces.

Result under test: for Biot number B > 0, the loss-free half-rise formula
applied to the observed rear-face peak overestimates thermal diffusivity.
Symbols: B = h L / k; scaled time F = a t / L^2 (a = diffusivity);
V = rear excess temperature / final loss-free excess temperature;
m_n = eigenvalues; A_n = mode amplitudes. Scaled slab: 0 <= x <= 1.
"""
import numpy as np
from scipy.constants import sigma as stefan_boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def eigenvalues(B, count=60):
    """Bisect m = n pi + 2 arctan(B/m) for all n together."""
    n = np.arange(count)
    low, high = n * np.pi, (n + 1) * np.pi
    for _ in range(60):
        mid = (low + high) / 2
        above = mid - n * np.pi - 2 * np.arctan2(B, mid) > 0
        high = np.where(above, mid, high)
        low = np.where(above, low, mid)
    return (low + high) / 2


def modes(B):
    m = eigenvalues(B)
    return m**2, 2 * m**2 / (m**2 + B**2 + 2 * B)


def rear_series(B):
    rate, amplitude = modes(B)
    signed = amplitude * (-1.0) ** np.arange(len(rate))
    return lambda F: np.exp(-np.multiply.outer(F, rate)) @ signed


def lossfree_series(F):
    n = np.arange(1, 60)
    return 1 + 2 * np.exp(-np.multiply.outer(F, (n * np.pi) ** 2)) @ (-1.0) ** n


def peak_and_half(signal, latest=3.0):
    """Peak time, peak value and time of half the peak on the rising side."""
    found = minimize_scalar(lambda F: -signal(F), bounds=(0.03, latest),
                            method="bounded", options={"xatol": 1e-10})
    peak = -found.fun
    half = brentq(lambda F: signal(F) - peak / 2, 0.02, found.x, xtol=1e-13)
    return found.x, peak, half


def heat_network(capacity, conductance, loss, heat, reader):
    """Direct heat balance of linked cells, solved by diagonalization."""
    matrix = np.diag(loss).astype(float)
    i = np.arange(len(conductance))
    matrix[i, i] += conductance
    matrix[i + 1, i + 1] += conductance
    matrix[i, i + 1] -= conductance
    matrix[i + 1, i] -= conductance
    root = np.sqrt(capacity)
    rate, vector = np.linalg.eigh(matrix / np.outer(root, root))
    weight = ((reader / root) @ vector) * ((heat / root) @ vector)
    return (lambda F: float(weight @ np.exp(-rate * F))), rate


def slab_network(B, cells, coating=0.0):
    """coating = heat capacity of each face layer / that of the slab."""
    capacity = np.full(cells + 1, 1.0 / cells)
    capacity[[0, -1]] = 0.5 / cells + coating
    loss, heat, reader = np.zeros((3, cells + 1))
    loss[[0, -1]] = B
    heat[0] = 1
    reader[-1] = 1
    return heat_network(capacity, np.full(cells, float(cells)), loss, heat, reader)


def rim_network(B_rim, cells):
    """Mean excess of a disc, initially uniform, losing heat at its rim."""
    face = (np.arange(cells) + 0.5) / cells
    edge = np.concatenate(([0.0], face, [1.0]))
    capacity = np.diff(edge**2) / 2
    loss = np.zeros(cells + 1)
    loss[-1] = B_rim
    return heat_network(capacity, face * cells, loss, capacity,
                        capacity / capacity.sum())[0]


def nonlinear_flash(B, delta, pulse):
    """Finite pulse, T^4 face loss and k ~ 1/T; delta = loss-free rise / T."""
    x = np.linspace(0, 1, 161) ** 2
    dx = np.diff(x)
    capacity = np.zeros(len(x))
    capacity[:-1] += dx / 2
    capacity[1:] += dx / 2

    def change(F, u, source):
        flow = (u[:-1] - u[1:]) / dx / (1 + delta * (u[:-1] + u[1:]) / 2)
        gain = np.zeros(len(u))
        gain[:-1] -= flow
        gain[1:] += flow
        gain[0] += source
        for end in (0, -1):
            v = u[end]
            gain[end] -= B * v * (1 + 1.5 * delta * v + (delta * v) ** 2
                                  + (delta * v) ** 3 / 4)
        return gain / capacity

    options = dict(method="BDF", rtol=1e-8, atol=1e-10)
    first = solve_ivp(change, (0, pulse), np.zeros(len(x)),
                      args=(1 / pulse,), **options)
    after = solve_ivp(change, (pulse, 1.0), first.y[:, -1], args=(0.0,),
                      dense_output=True, **options)
    assert first.success and after.success
    half = peak_and_half(lambda F: float(after.sol(F)[-1]), latest=0.99)[2]
    return half, first.y[0, -1]


# Loss-free half-rise number, with image sources as independent road.
F_free = brentq(lambda F: lossfree_series(F) - 0.5, 0.05, 0.5, xtol=1e-14)
odd = np.arange(1, 20, 2)
for F in (0.05, F_free, 0.4):
    images = 2 / np.sqrt(np.pi * F) * np.exp(-odd**2 / (4 * F)).sum()
    assert abs(images - lossfree_series(F)) < 1e-11

# Main case, compared with a direct heat balance on two meshes.
B = 0.1
V = rear_series(B)
F_peak, V_peak, F_half = peak_and_half(V)
bias = F_free / F_half
coarse, _ = slab_network(B, 100)
fine, fine_rates = slab_network(B, 200)
half_coarse = peak_and_half(coarse)[2]
half_fine = peak_and_half(fine)[2]
half_extrapolated = (4 * half_fine - half_coarse) / 3
assert abs(half_extrapolated - F_half) < 1e-6
for F in (0.08, 0.2, 0.6):
    assert abs((4 * fine(F) - coarse(F)) / 3 - V(F)) < 1e-5
n = np.arange(5)
assert np.all(fine_rates[:5] > (n * np.pi) ** 2)
assert np.all(fine_rates[:5] < ((n + 1) * np.pi) ** 2)
rate, amplitude = modes(B)
F_peak_two = np.log(amplitude[1] * rate[1] / (amplitude[0] * rate[0])) / (
    rate[1] - rate[0])
assert abs(F_peak_two - F_peak) < 1e-5

# Laplace transform: quadrature, closed form and product over the poles.
s = 3.0
q = np.sqrt(s)
by_quadrature = quad(lambda F: V(F) * np.exp(-s * F), 0.01, 12,
                     points=[0.1, 0.5, 2], limit=200, epsabs=1e-12)[0]
closed = q / ((s + B**2) * np.sinh(q) + 2 * B * q * np.cosh(q))
many = eigenvalues(B, 20000)
product = np.exp(-np.log1p(s / many**2).sum()) / (B**2 + 2 * B)
assert abs(by_quadrature / closed - 1) < 1e-8
assert abs(product / closed - 1) < 3e-5  # omitted poles: s/(pi^2 * 20000)

# Log-concavity, falling ratio to the loss-free signal, growing bias.
grid = np.arange(0.04, 1.0, 0.01)
sweep = [0.001, 0.01, 0.1, 1.0, 10.0]
biases = []
for b in sweep:
    signal = rear_series(b)
    ratio = signal(grid) / lossfree_series(grid)
    assert np.all(np.diff(ratio) < 0) and ratio[0] < 1
    assert np.all(np.diff(np.log(signal(grid)), 2) < 0)
    biases.append(F_free / peak_and_half(signal)[2])
assert biases[0] > 1 and np.all(np.diff(biases) > 0)

# Half of the loss-free level instead of half of the observed peak.
F_fixed = brentq(lambda F: V(F) - 0.5, 0.05, F_peak)
assert F_fixed > F_free > F_half
assert V(F_free) > V_peak / 2

# Example: rough values in the regime of a hot, coated AlN ceramic disc.
L, k, heat_capacity, emissivity = 3e-3, 30.0, 4.0e6, 0.9
radius, pulse_time, fluence = 12.5e-3, 0.5e-3, 2.0e4
coat_thickness, coat_capacity = 10e-6, 3.6e6
gas_h, refractive_index, extinction = 10.0, 2.1, 5000.0
a = k / heat_capacity
h = B * k / L
T = (h / (4 * stefan_boltzmann * emissivity)) ** (1 / 3)
time_unit = L**2 / a
t_half = F_half * time_unit
a_apparent = F_free * L**2 / t_half
rise = fluence / (heat_capacity * L)

# Neglected effects: each gives a new ratio apparent / true diffusivity.
B_rim = h * radius / k
rim_coarse, rim = rim_network(B_rim, 100), rim_network(B_rim, 200)
scale = (L / radius) ** 2
assert abs(rim(scale * F_peak) - rim_coarse(scale * F_peak)) < 1e-4
bias_rim = F_free / peak_and_half(lambda F: V(F) * rim(scale * F))[2]

pulse = pulse_time / time_unit
node, weight = np.polynomial.legendre.leggauss(8)
delay = pulse * (node + 1) / 2
half_pulse = peak_and_half(lambda F: float(weight @ V(F - delay)) / 2)[2]
bias_pulse = F_free / half_pulse

coating = coat_thickness * coat_capacity / (heat_capacity * L)
half_coated = peak_and_half(slab_network(B, 200, coating)[0])[2]
bias_coated = bias * half_fine / half_coated

half_linear, _ = nonlinear_flash(B, 0.0, pulse)
half_nonlinear, front = nonlinear_flash(B, rise / T, pulse)
assert abs(half_linear / half_pulse - 1) < 1e-3  # graded-mesh error
nonlinear_shift = half_nonlinear / half_linear - 1

bias_gas = F_free / peak_and_half(rear_series(B + gas_h * L / k))[2]
k_internal = 16 * refractive_index**2 * stefan_boltzmann * T**3 / (3 * extinction)
assert bias_rim > bias > 1 and bias_gas > bias
assert min(bias_pulse, bias_coated, bias / (1 + nonlinear_shift)) > 1

print(f"Biot number B: {B:.1f} (dimensionless)")
print(f"loss-free half-rise F_half(0): {F_free:.5f} (dimensionless)")
for j in range(3):
    print(f"mode {j}: m={np.sqrt(rate[j]):.5f}, m^2={rate[j]:.5f}, "
          f"A={amplitude[j]:.5f} (dimensionless)")
for j in range(3):
    term = (-1) ** j * amplitude[j] * np.exp(-rate[j] * F_half)
    print(f"mode {j} term at half-rise: {term:.5f} (dimensionless)")
print(f"peak time F_p: {F_peak:.5f} (dimensionless)")
print(f"two-mode peak time: {F_peak_two:.5f} (dimensionless)")
print(f"peak V: {V_peak:.5f}; half of it: {V_peak/2:.5f} (dimensionless)")
print(f"half-rise F_half(B): {F_half:.5f} (dimensionless)")
print(f"heat-balance F_half, extrapolated: {half_extrapolated:.5f}")
print(f"its shift from 100 to 200 cells: {half_fine-half_coarse:.1e}")
print(f"V at loss-free half-rise time: {V(F_free):.5f} (dimensionless)")
print(f"ratio r at loss-free half-rise: {2*V(F_free):.5f}")
print(f"ratio r at peak time: {V_peak/lossfree_series(F_peak):.5f}")
print(f"apparent/true diffusivity: {bias:.4f}")
print(f"correction factor true/apparent: {1/bias:.4f}")
print(f"time to reach V=1/2: F={F_fixed:.5f} (dimensionless)")
print(f"apparent/true with that fixed level: {F_free/F_fixed:.4f}")
for b, value in zip(sweep, biases):
    print(f"apparent/true at B={b:g}: {value:.4f}")
print(f"thickness: {L*1e3:.1f} mm; conductivity: {k:.0f} W/(m K)")
print(f"heat capacity: {heat_capacity/1e6:.1f} MJ/(m^3 K)")
print(f"emissivity: {emissivity:.1f}; loss h: {h:.0f} W/(m^2 K)")
print(f"furnace temperature: {T:.0f} K")
print(f"time unit L^2/a: {time_unit:.3f} s")
print(f"half-rise time: {t_half*1e3:.1f} ms")
print(f"peak time: {F_peak*time_unit*1e3:.0f} ms")
print(f"true diffusivity: {a*1e6:.3f} mm^2/s = {a*1e4:.5f} cm^2/s")
print(f"apparent: {a_apparent*1e6:.3f} mm^2/s = {a_apparent*1e4:.5f} cm^2/s")
print(f"absorbed fluence: {fluence/1e4:.1f} J/cm^2")
print(f"loss-free rise: {rise:.2f} K; rear peak: {rise*V_peak:.2f} K")
print(f"disc radius: {radius*1e3:.1f} mm; rim Biot number: {B_rim:.3f}")
print(f"apparent/true with rim loss: {bias_rim:.4f}")
print(f"pulse duration: {pulse_time*1e3:.1f} ms")
print(f"apparent/true with finite pulse: {bias_pulse:.4f}")
print(f"coating per face: {coat_thickness*1e6:.0f} um, "
      f"{coat_capacity/1e6:.1f} MJ/(m^3 K)")
print(f"apparent/true with coating: {bias_coated:.4f}")
print(f"front excess at pulse end: {front*rise:.0f} K")
print(f"half-time shift, T^4 loss and k~1/T: {100*nonlinear_shift:.3f} %")
print(f"gas loss: {gas_h:.0f} W/(m^2 K); apparent/true: {bias_gas:.4f}")
print(f"index: {refractive_index:.1f}; extinction: {extinction/100:.0f} 1/cm")
print(f"internal radiative conductivity: {k_internal:.2f} W/(m K)")
print(f"its share of k: {100*k_internal/k:.1f} %")
print("all assertions hold")
```

Running it gives:

```
Biot number B: 0.1 (dimensionless)
loss-free half-rise F_half(0): 0.13879 (dimensionless)
mode 0: m=0.44352, m^2=0.19671, A=0.96732 (dimensionless)
mode 1: m=3.20399, m^2=10.26558, A=1.95991 (dimensionless)
mode 2: m=6.31485, m^2=39.87738, A=1.98952 (dimensionless)
mode 0 term at half-rise: 0.94310 (dimensionless)
mode 1 term at half-rise: -0.52160 (dimensionless)
mode 2 term at half-rise: 0.01163 (dimensionless)
peak time F_p: 0.46291 (dimensionless)
two-mode peak time: 0.46291 (dimensionless)
peak V: 0.86621; half of it: 0.43311 (dimensionless)
half-rise F_half(B): 0.12895 (dimensionless)
heat-balance F_half, extrapolated: 0.12895
its shift from 100 to 200 cells: -5.1e-06
V at loss-free half-rise time: 0.47761 (dimensionless)
ratio r at loss-free half-rise: 0.95522
ratio r at peak time: 0.88456
apparent/true diffusivity: 1.0763
correction factor true/apparent: 0.9291
time to reach V=1/2: F=0.14406 (dimensionless)
apparent/true with that fixed level: 0.9634
apparent/true at B=0.001: 1.0015
apparent/true at B=0.01: 1.0113
apparent/true at B=0.1: 1.0763
apparent/true at B=1: 1.3978
apparent/true at B=10: 2.1829
thickness: 3.0 mm; conductivity: 30 W/(m K)
heat capacity: 4.0 MJ/(m^3 K)
emissivity: 0.9; loss h: 1000 W/(m^2 K)
furnace temperature: 1698 K
time unit L^2/a: 1.200 s
half-rise time: 154.7 ms
peak time: 555 ms
true diffusivity: 7.500 mm^2/s = 0.07500 cm^2/s
apparent: 8.072 mm^2/s = 0.08072 cm^2/s
absorbed fluence: 2.0 J/cm^2
loss-free rise: 1.67 K; rear peak: 1.44 K
disc radius: 12.5 mm; rim Biot number: 0.417
apparent/true with rim loss: 1.0876
pulse duration: 0.5 ms
apparent/true with finite pulse: 1.0745
coating per face: 10 um, 3.6 MJ/(m^3 K)
apparent/true with coating: 1.0639
front excess at pulse end: 93 K
half-time shift, T^4 loss and k~1/T: 0.094 %
gas loss: 10 W/(m^2 K); apparent/true: 1.0769
index: 2.1; extinction: 50 1/cm
internal radiative conductivity: 1.31 W/(m K)
its share of k: 4.4 %
all assertions hold
```
